# Electrothermal Onset of Negative Differential Resistance under Linear Cooling: test program

```python
# Result under test: an ohmic element with thermally activated resistance
#   R(T) = R0 exp(theta (1/T - 1/T0)),  theta = Ea/kB,
# cooled linearly with power (T - T0)/Rth, enters negative differential
# resistance at T_on = 2 T0 / (1 + sqrt(1 - 4 T0/theta)) when theta > 4 T0.
# T: element temperature, T0: ambient temperature, Ea: activation energy,
# R0: resistance at T0, Rth: thermal resistance, C: heat capacity,
# a = theta (T - T0)/T^2: dimensionless electrothermal feedback.
import numpy as np
from scipy.constants import k, e
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

Ea_eV, T0 = 0.30, 300.0
R0, Rth, C = 1.0e5, 1.0e5, 1.0e-11
kB_eV = k / e
theta = Ea_eV / kB_eV
tau = Rth * C


def resistance(T, th=theta, r0=R0):
    return r0 * np.exp(th * (1 / T - 1 / T0))


def steady_temperature(current, th=theta, r0=R0, rth=Rth):
    def imbalance(T):
        return T - T0 - rth * current**2 * resistance(T, th, r0)
    upper = T0 + rth * current**2 * r0 + 1.0
    return brentq(imbalance, T0, upper, xtol=1e-12, rtol=1e-14)


def steady_voltage(current, th=theta, r0=R0, rth=Rth):
    T = steady_temperature(current, th, r0, rth)
    return current * resistance(T, th, r0)


def onset_temperature(th):
    return 2 * T0 / (1 + np.sqrt(1 - 4 * T0 / th))


def feedback(T):
    return theta * (T - T0) / T**2


def slope_formula(T):
    a = feedback(T)
    return resistance(T) * (1 - a) / (1 + a)


T_on = onset_temperature(theta)
T_upper = theta - T_on
R_on = resistance(T_on)
P_on = (T_on - T0) / Rth
V_on = np.sqrt(P_on * R_on)
I_on = np.sqrt(P_on / R_on)

# Voltage maximum found from the heat balance at prescribed current,
# for three different choices of electrical and thermal resistance.
numerical_onsets = []
for r0, rth in [(R0, Rth), (2.0e3, Rth), (R0, 7.0e6)]:
    scale = np.sqrt(1.0 / (r0 * rth))
    best = minimize_scalar(
        lambda u: -steady_voltage(np.exp(u), theta, r0, rth) / (scale * r0),
        bounds=(np.log(scale), np.log(30 * scale)), method="bounded",
        options={"xatol": 1e-9})
    T_num = steady_temperature(np.exp(best.x), theta, r0, rth)
    numerical_onsets.append(T_num)
    assert abs(T_num - T_on) < 5e-3
    if (r0, rth) == (R0, Rth):
        V_num, I_num = -best.fun * scale * r0, np.exp(best.x)
        assert abs(V_num / V_on - 1) < 1e-9
        assert abs(I_num / I_on - 1) < 1e-4

# Formal voltage minimum at the upper root.
low = minimize_scalar(lambda u: steady_voltage(np.exp(u)),
                      bounds=(np.log(1e-3), np.log(1.0)),
                      method="bounded", options={"xatol": 1e-9})
T_min_num = steady_temperature(np.exp(low.x))
assert abs(T_min_num - T_upper) < 0.1

# Barriers just below and just above 4 kB T0, scanned over current.
Ea_min = 4 * kB_eV * T0
currents = np.geomspace(1e-5, 1e-2, 500)
smallest_steps = []
for factor in (0.98, 1.02):
    th = factor * Ea_min / kB_eV
    volts = np.array([steady_voltage(i, th) for i in currents])
    smallest_steps.append(np.min(np.diff(volts)))
assert smallest_steps[0] > 0 and smallest_steps[1] < 0

# Differential resistance by finite differences of the steady curve.
slopes = {}
for T in (310.0, 325.0, 340.0, 360.0):
    i = np.sqrt((T - T0) / (Rth * resistance(T)))
    h = 1e-4 * i
    slopes[T] = (steady_voltage(i + h) - steady_voltage(i - h)) / (2 * h)
    assert abs(slopes[T] - slope_formula(T)) < 1e-5 * resistance(T)
assert slopes[325.0] > 0 and slopes[340.0] < 0

# Small-x expansion: remainder after the quadratic term tends to 5 x^3.
x_small = 1e-3
remainder = (onset_temperature(T0 / x_small) / T0
             - 1 - x_small - 2 * x_small**2) / x_small**3
assert abs(remainder - 5) < 0.05
x = T0 / theta
T_first = T0 * (1 + x)
T_second = T0 * (1 + x + 2 * x**2)
T_third = T0 * (1 + x + 2 * x**2 + 5 * x**3)
assert T_first < T_second < T_third < numerical_onsets[0]


# Growth rates from the dynamical heat equation, by finite differences.
def growth_rate(heating, T):
    h = 1e-3
    def rate(t):
        return (heating(t) - (t - T0) / Rth) / C
    return (rate(T + h) - rate(T - h)) / (2 * h)


T_op = 360.0
R_op, a_op = resistance(T_op), feedback(T_op)
V_op = np.sqrt((T_op - T0) * R_op / Rth)
I_op = V_op / R_op
growth_V = growth_rate(lambda t: V_op**2 / resistance(t), T_op) * tau
growth_I = growth_rate(lambda t: I_op**2 * resistance(t), T_op) * tau
assert abs(growth_V - (a_op - 1)) < 1e-5
assert abs(growth_I + (a_op + 1)) < 1e-5
load_critical = -slopes[T_op]


def loaded_growth(load):
    source = I_op * (R_op + load)
    return tau * growth_rate(
        lambda t: source**2 * resistance(t) / (resistance(t) + load)**2, T_op)


assert loaded_growth(0.95 * load_critical) > 0
assert loaded_growth(1.05 * load_critical) < 0
assert abs(loaded_growth(load_critical)) < 1e-4


# Heating from ambient, with time measured in units of tau.
def run(heating):
    def rhs(t, y):
        return [Rth * heating(y[0]) - (y[0] - T0)]
    def hot(t, y):
        return y[0] - 400.0
    hot.terminal = True
    return solve_ivp(rhs, (0, 300), [T0], events=hot, rtol=1e-8,
                     atol=1e-8, max_step=0.5)


below = run(lambda T: (0.99 * V_on)**2 / resistance(T))
above = run(lambda T: (1.01 * V_on)**2 / resistance(T))
driven = run(lambda T: I_op**2 * resistance(T))
T_below = brentq(lambda T: T - T0 - Rth * (0.99 * V_on)**2 / resistance(T),
                 T0, T_on)
assert below.status == 0 and abs(below.y[0, -1] - T_below) < 1e-3
assert above.status == 1 and len(above.t_events[0]) == 1
assert driven.status == 0 and abs(driven.y[0, -1] - T_op) < 1e-3

print(f"Activation energy Ea = {Ea_eV:.2f} eV")
print(f"Ambient temperature T0 = {T0:.1f} K")
print(f"Boltzmann constant = {kB_eV:.6e} eV/K")
print(f"Ambient resistance R0 = {R0/1e3:.1f} kOhm")
print(f"Thermal resistance Rth = {Rth:.1e} K/W")
print(f"Heat capacity C = {C:.1e} J/K")
print(f"Thermal time tau = {tau*1e6:.3f} microseconds")
print(f"theta = Ea/kB = {theta:.2f} K")
print(f"4 T0/theta = {4*T0/theta:.5f} (dimensionless)")
print(f"sqrt(1 - 4 T0/theta) = {np.sqrt(1-4*T0/theta):.5f} (dimensionless)")
print(f"Onset temperature, formula = {T_on:.3f} K")
print(f"Onset temperature, numerical maximum = {numerical_onsets[0]:.3f} K")
print(f"Same, R0 = 2 kOhm = {numerical_onsets[1]:.3f} K")
print(f"Same, Rth = 7e6 K/W = {numerical_onsets[2]:.3f} K")
print(f"Temperature rise at onset = {T_on-T0:.3f} K")
print(f"First-order rise kB T0^2/Ea = {T0*x:.3f} K")
print(f"Expansion parameter x = T0/theta = {x:.5f} (dimensionless)")
print(f"Onset to first order = {T_first:.3f} K")
print(f"Onset to second order = {T_second:.3f} K")
print(f"Onset to third order = {T_third:.3f} K")
print(f"Formal upper root = {T_upper:.1f} K")
print(f"Formal voltage minimum, numerical = {T_min_num:.1f} K")
print(f"Minimum barrier 4 kB T0 = {Ea_min:.5f} eV")
print(f"Smallest V step, barrier 2% below = {smallest_steps[0]:.3e} V")
print(f"Smallest V step, barrier 2% above = {smallest_steps[1]:.3e} V")
print(f"Resistance at onset = {R_on/1e3:.3f} kOhm")
print(f"Resistance ratio R_on/R0 = {R_on/R0:.4f} (dimensionless)")
print(f"Power at onset = {P_on*1e3:.4f} mW")
print(f"Threshold voltage = {V_on:.4f} V")
print(f"Current at onset = {I_on*1e6:.2f} microamperes")
for T, slope in slopes.items():
    print(f"dV/dI at {T:.0f} K, numerical = {slope/1e3:.3f} kOhm")
print(f"Static resistance at 360 K = {R_op/1e3:.3f} kOhm")
print(f"Voltage at 360 K = {V_op:.4f} V")
print(f"Current at 360 K = {I_op*1e6:.2f} microamperes")
print(f"Feedback a at 360 K = {a_op:.4f} (dimensionless)")
print(f"Growth rate at 360 K, fixed voltage = {growth_V:.4f} per tau")
print(f"Growth rate at 360 K, fixed current = {growth_I:.4f} per tau")
print(f"Critical series load at 360 K = {load_critical/1e3:.3f} kOhm")
print(f"Growth rate, load 5% below critical = "
      f"{loaded_growth(0.95*load_critical):.4f} per tau")
print(f"Growth rate, load 5% above critical = "
      f"{loaded_growth(1.05*load_critical):.4f} per tau")
print(f"Final temperature at 0.99 threshold = {below.y[0,-1]:.3f} K")
print(f"Time to 400 K at 1.01 threshold = {above.t_events[0][0]:.2f} tau")
print(f"Final temperature, fixed 360 K current = {driven.y[0,-1]:.3f} K")
print("done: every assertion held")
```

Printed output:

```
Activation energy Ea = 0.30 eV
Ambient temperature T0 = 300.0 K
Boltzmann constant = 8.617333e-05 eV/K
Ambient resistance R0 = 100.0 kOhm
Thermal resistance Rth = 1.0e+05 K/W
Heat capacity C = 1.0e-11 J/K
Thermal time tau = 1.000 microseconds
theta = Ea/kB = 3481.36 K
4 T0/theta = 0.34469 (dimensionless)
sqrt(1 - 4 T0/theta) = 0.80951 (dimensionless)
Onset temperature, formula = 331.581 K
Onset temperature, numerical maximum = 331.581 K
Same, R0 = 2 kOhm = 331.581 K
Same, Rth = 7e6 K/W = 331.581 K
Temperature rise at onset = 31.581 K
First-order rise kB T0^2/Ea = 25.852 K
Expansion parameter x = T0/theta = 0.08617 (dimensionless)
Onset to first order = 325.852 K
Onset to second order = 330.308 K
Onset to third order = 331.267 K
Formal upper root = 3149.8 K
Formal voltage minimum, numerical = 3149.8 K
Minimum barrier 4 kB T0 = 0.10341 eV
Smallest V step, barrier 2% below = 9.093e-04 V
Smallest V step, barrier 2% above = -8.558e-04 V
Resistance at onset = 33.112 kOhm
Resistance ratio R_on/R0 = 0.3311 (dimensionless)
Power at onset = 0.3158 mW
Threshold voltage = 3.2338 V
Current at onset = 97.66 microamperes
dV/dI at 310 K, numerical = 32.196 kOhm
dV/dI at 325 K, numerical = 3.952 kOhm
dV/dI at 340 K, numerical = -2.370 kOhm
dV/dI at 360 K, numerical = -3.386 kOhm
Static resistance at 360 K = 14.456 kOhm
Voltage at 360 K = 2.9451 V
Current at 360 K = 203.73 microamperes
Feedback a at 360 K = 1.6117 (dimensionless)
Growth rate at 360 K, fixed voltage = 0.6117 per tau
Growth rate at 360 K, fixed current = -2.6117 per tau
Critical series load at 360 K = 3.386 kOhm
Growth rate, load 5% below critical = 0.0250 per tau
Growth rate, load 5% above critical = -0.0245 per tau
Final temperature at 0.99 threshold = 325.141 K
Time to 400 K at 1.01 threshold = 31.08 tau
Final temperature, fixed 360 K current = 360.000 K
done: every assertion held
```
